# Spin scaling of exchange and the gradient variables s and x: test program

```python
"""Spin scaling of exchange and conversion of reduced density gradients.

Result under test (Hartree atomic units):
  E_x[n_up, n_dn] = E_x[2 n_up]/2 + E_x[2 n_dn]/2
  s[2 n_sigma] = x_sigma / (2 (6 pi^2)^(1/3))
n_sigma: density of one spin; x_sigma = |grad n_sigma| / n_sigma^(4/3);
s[n] = |grad n| / (2 k_F n), k_F = (3 pi^2 n)^(1/3).
E_x[n] with one argument means the spin-unpolarized exchange energy.
The lattice tests the functional relation; the Na atom tests its GGA use.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import minimize, root
from scipy.special import spherical_jn
from pyscf import gto, scf, dft

pi = np.pi
factor = 2 * (6 * pi**2) ** (1 / 3)
factor_total = 2 * (3 * pi**2) ** (1 / 3)
C = 1.5 * (3 / (4 * pi)) ** (1 / 3)
print(f"conversion factor 2(6 pi^2)^(1/3) = {factor:.6f}")
print(f"total-density factor 2(3 pi^2)^(1/3) = {factor_total:.6f}")

# ---- Lattice: exchange as a functional of the density ----
sites = 6
position = np.arange(sites)
hopping = -(np.eye(sites, k=1) + np.eye(sites, k=-1))
repulsion = 1 / np.sqrt((position[:, None] - position[None, :])**2 + 1)


def occupied(potential, number):
    energies, orbitals = np.linalg.eigh(hopping + np.diag(potential))
    return energies[:number], orbitals[:, :number]


def exchange_from_configurations(orb_up, orb_dn):
    """Mean repulsion by explicit configuration sum, minus Hartree energy."""
    def probabilities(orb):
        return [(c, np.linalg.det(orb[list(c), :])**2)
                for c in combinations(range(sites), orb.shape[1])]
    mean = 0.0
    down_list = probabilities(orb_dn)
    for up, p_up in probabilities(orb_up):
        for down, p_down in down_list:
            pairs = combinations(up + down, 2)
            mean += p_up * p_down * sum(repulsion[a, b] for a, b in pairs)
    density = (orb_up**2).sum(axis=1) + (orb_dn**2).sum(axis=1)
    return mean - 0.5 * density @ repulsion @ density


def invert_closed_shell(target, pairs):
    """Find doubly occupied orbitals from the total density alone."""
    def negative_dual(v):
        energies, orb = occupied(v, pairs)
        density = 2 * (orb**2).sum(axis=1)
        return v @ target - 2 * energies.sum(), target - density

    start = minimize(negative_dual, np.zeros(sites), jac=True,
                     method="BFGS", options={"gtol": 1e-8}).x

    def mismatch(v_rest):
        _, orb = occupied(np.r_[0.0, v_rest], pairs)
        return (2 * (orb**2).sum(axis=1) - target)[1:]

    solution = root(mismatch, start[1:] - start[0], tol=1e-13).x
    assert np.max(np.abs(mismatch(solution))) < 1e-9
    return occupied(np.r_[0.0, solution], pairs)[1]


v_up = np.array([0.0, -0.5, 0.3, 0.6, -0.2, 0.1])
v_dn = np.array([0.4, 0.0, -0.6, 0.2, 0.5, -0.1])
orb_up = occupied(v_up, 3)[1]
orb_dn = occupied(v_dn, 1)[1]
ex_spin = exchange_from_configurations(orb_up, orb_dn)
ex_doubled = []
for orb in (orb_up, orb_dn):
    doubled_orb = invert_closed_shell(2 * (orb**2).sum(axis=1), orb.shape[1])
    ex_doubled.append(exchange_from_configurations(doubled_orb, doubled_orb))
half_sum = 0.5 * sum(ex_doubled)
ex_matrix = -0.5 * sum(np.sum(repulsion * (orb @ orb.T)**2)
                       for orb in (orb_up, orb_dn))
assert abs(ex_spin - half_sum) < 1e-8
assert abs(ex_spin - ex_matrix) < 1e-11
print(f"lattice E_x[n_up,n_dn] = {ex_spin:.8f} hartree")
print(f"lattice E_x[2n_up] = {ex_doubled[0]:.8f} hartree")
print(f"lattice E_x[2n_dn] = {ex_doubled[1]:.8f} hartree")
print(f"lattice half-sum = {half_sum:.8f} hartree")

# ---- Uniform-gas coefficient from the exchange integral ----
cut = 200.0
integral = quad(lambda y: spherical_jn(1, y)**2 / y, 0, cut,
                limit=1000, epsabs=1e-10)[0]
integral += 1 / (4 * cut**2)  # averaged asymptotic tail
C_integral = 18 * pi * integral / (6 * pi**2) ** (2 / 3)
assert abs(integral - 0.25) < 1e-6
assert abs(C_integral - C) < 1e-5
print(f"integral of j1(y)^2/y = {integral:.7f}")
print(f"per-spin uniform-gas coefficient C = {C:.6f}")

# ---- Enhancement factors in the two gradient variables ----
beta = 0.0042
kappa, mu = 0.804, 0.2195149727645171


def f_b88(x):
    return 1 + beta / C * x**2 / (1 + 6 * beta * x * np.arcsinh(x))


def f_pbe(s):
    return 1 + kappa - kappa / (1 + mu * s**2 / kappa)


def energy_per_electron(name, rho, spin):
    return np.asarray(dft.libxc.eval_xc(name, rho, spin=spin)[0]).ravel()


s_test = np.array([0.01, 0.5, 1.0, 2.0, 3.0])
n_test = np.full(s_test.size, 0.3)
rho_test = np.zeros((4, s_test.size))
rho_test[0] = n_test
rho_test[1] = s_test * 2 * (3 * pi**2 * n_test) ** (1 / 3) * n_test
f_library = (energy_per_electron("B88,", rho_test, 0)
             / energy_per_electron("LDA,", n_test, 0))
assert np.allclose(f_library, f_b88(factor * s_test), rtol=1e-6, atol=0)
assert abs(f_library[2] - f_b88(factor_total)) > 1e-3
b88_coefficient = factor**2 * beta / C
assert abs((f_library[0] - 1) / s_test[0]**2 / b88_coefficient - 1) < 1e-3
print(f"B88 beta = {beta:.4f}; PBE kappa = {kappa:.3f}")
print(f"B88 small-s coefficient = {b88_coefficient:.5f}")
print(f"PBE small-s coefficient = {mu:.5f}")
print(f"at s = 1: x = {factor:.4f}, F_B88 = {f_library[2]:.5f}, "
      f"F_PBE = {f_pbe(1.0):.5f}")

# ---- Free Na atom ----
mol = gto.M(atom="Na 0 0 0", basis="def2-tzvp", spin=1, verbose=0)
mf = scf.UHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
dm = np.asarray(mf.make_rdm1())
vj, vk = mf.get_jk(mol, dm)
fock_x = [-0.5 * np.einsum("ij,ji", dm[k], vk[k]) for k in range(2)]
one_body = np.einsum("ij,ji", dm.sum(axis=0), mf.get_hcore())
hartree = 0.5 * np.einsum("ij,ji", dm.sum(axis=0), vj.sum(axis=0))
assert abs(one_body + hartree + sum(fock_x) - mf.e_tot) < 1e-7


def spin_profiles(radii, axis=2):
    coords = np.zeros((len(radii), 3))
    coords[:, axis] = radii
    ao = dft.numint.eval_ao(mol, coords, deriv=1)
    result = np.array([dft.numint.eval_rho(mol, ao, d, xctype="GGA")
                       for d in dm])
    for rho in result:
        rho[:, rho[0] < 1e-12] = 0.0  # energetically negligible tail
    return result


nodes, node_weights = np.polynomial.legendre.leggauss(500)
t_low, t_high = np.log(1e-5), np.log(25.0)
radii = np.exp(0.5 * (t_high - t_low) * nodes + 0.5 * (t_high + t_low))
weights = 4 * pi * radii**3 * node_weights * 0.5 * (t_high - t_low)
profiles = spin_profiles(radii)
counts = profiles[:, 0] @ weights
assert np.allclose(counts, [6, 5], atol=1e-5)
assert np.allclose(profiles[:, 0], spin_profiles(radii, 0)[:, 0],
                   rtol=1e-5, atol=1e-6)
print("Na atom, UHF/def2-TZVP")
print(f"electrons by quadrature: up {counts[0]:.6f}, down {counts[1]:.6f}")
print(f"UHF total energy = {mf.e_tot:.6f} hartree")


def polarized_energy(name):
    e = energy_per_electron(name, profiles, 1)
    return np.sum(weights * profiles[:, 0].sum(axis=0) * e)


def unpolarized_energy(name, rho):
    return np.sum(weights * rho[0] * energy_per_electron(name, rho, 0))


def per_spin_energy(rho, enhancement):
    keep = rho[0] > 0
    n = rho[0, keep]
    x = np.linalg.norm(rho[1:4, keep], axis=0) / n ** (4 / 3)
    return -C * np.sum(weights[keep] * n ** (4 / 3) * enhancement(x))


for label, name, enhancement in (
        ("PBE", "PBE,", lambda x: f_pbe(x / factor)),
        ("B88", "B88,", f_b88)):
    total = polarized_energy(name)
    doubled = [unpolarized_energy(name, 2 * rho) for rho in profiles]
    formula = sum(per_spin_energy(rho, enhancement) for rho in profiles)
    assert abs(total - 0.5 * sum(doubled)) < 2e-6
    assert abs(total - formula) < 2e-5
    print(f"{label} E_x[n_up,n_dn] = {total:.6f} hartree")
    print(f"{label} E_x[2n_up] = {doubled[0]:.6f} hartree")
    print(f"{label} E_x[2n_dn] = {doubled[1]:.6f} hartree")
    print(f"{label} half-sum = {0.5 * sum(doubled):.6f} hartree")
    print(f"{label} per-spin formula = {formula:.6f} hartree")
    if label == "PBE":
        pbe_total = total

ev = physical_constants["Hartree energy in eV"][0]
print(f"PBE exchange energy = {pbe_total * ev:.3f} eV")
ignored = unpolarized_energy("PBE,", profiles.sum(axis=0))
wrong = sum(per_spin_energy(rho, lambda x: f_pbe(x / factor_total))
            for rho in profiles)
assert abs(ignored - pbe_total) > 1e-3
assert abs(wrong - pbe_total) > 1e-2
print(f"PBE, polarization ignored = {ignored:.6f} hartree")
print(f"  error = {ignored - pbe_total:+.6f} hartree")
print(f"PBE, total-density factor misused = {wrong:.6f} hartree")
print(f"  error = {wrong - pbe_total:+.6f} hartree")
print(f"Fock exchange, up channel = {fock_x[0]:.6f} hartree")
print(f"Fock exchange, down channel = {fock_x[1]:.6f} hartree")
print(f"Fock exchange, total = {sum(fock_x):.6f} hartree")

# ---- Gradients in core and tail, with s from finite differences ----
table_r = np.array([0.5, 1.0, 2.0, 3.0, 4.0, 6.0])
table = spin_profiles(table_r)
step = 1e-4 * table_r
n_plus = 2 * spin_profiles(table_r + step)[0, 0]
n_minus = 2 * spin_profiles(table_r - step)[0, 0]
n_doubled = 2 * table[0, 0]
s_doubled = (np.abs(n_plus - n_minus) / (2 * step)
             / (2 * (3 * pi**2 * n_doubled) ** (1 / 3) * n_doubled))
x_up = np.linalg.norm(table[0, 1:4], axis=0) / table[0, 0] ** (4 / 3)
assert np.allclose(s_doubled, x_up / factor, rtol=1e-5, atol=1e-6)
rho_total = table.sum(axis=0)
s_total = (np.linalg.norm(rho_total[1:4], axis=0)
           / (2 * (3 * pi**2 * rho_total[0]) ** (1 / 3) * rho_total[0]))
ratio = s_doubled / s_total
assert abs(ratio[0] - 1) < 0.05
assert abs(ratio[-1] - 2 ** (-1 / 3)) < 0.01
print("r/bohr; n_up, n_dn/bohr^-3; x_up; s[2n_up]; s[n]; s ratio")
for k, r in enumerate(table_r):
    print(f"{r:.1f} {table[0, 0, k]:.4e} {table[1, 0, k]:.4e} "
          f"{x_up[k]:.4f} {s_doubled[k]:.4f} {s_total[k]:.4f} {ratio[k]:.4f}")
print(f"fully polarized limit of s ratio = {2 ** (-1 / 3):.4f}")
print("no test failed")
```

Printed output:

```
conversion factor 2(6 pi^2)^(1/3) = 7.795554
total-density factor 2(3 pi^2)^(1/3) = 6.187335
lattice E_x[n_up,n_dn] = -1.60086772 hartree
lattice E_x[2n_up] = -2.47743600 hartree
lattice E_x[2n_dn] = -0.72429945 hartree
lattice half-sum = -1.60086772 hartree
integral of j1(y)^2/y = 0.2500000
per-spin uniform-gas coefficient C = 0.930526
B88 beta = 0.0042; PBE kappa = 0.804
B88 small-s coefficient = 0.27429
PBE small-s coefficient = 0.21951
at s = 1: x = 7.7956, F_B88 = 1.17807, F_PBE = 1.17244
Na atom, UHF/def2-TZVP
electrons by quadrature: up 6.000000, down 5.000000
UHF total energy = -161.851854 hartree
PBE E_x[n_up,n_dn] = -13.950114 hartree
PBE E_x[2n_up] = -14.080981 hartree
PBE E_x[2n_dn] = -13.819247 hartree
PBE half-sum = -13.950114 hartree
PBE per-spin formula = -13.950114 hartree
B88 E_x[n_up,n_dn] = -14.029817 hartree
B88 E_x[2n_up] = -14.157163 hartree
B88 E_x[2n_dn] = -13.902471 hartree
B88 half-sum = -14.029817 hartree
B88 per-spin formula = -14.029817 hartree
PBE exchange energy = -379.602 eV
PBE, polarization ignored = -13.937593 hartree
  error = +0.012521 hartree
PBE, total-density factor misused = -14.472648 hartree
  error = -0.522534 hartree
Fock exchange, up channel = -7.069722 hartree
Fock exchange, down channel = -6.946225 hartree
Fock exchange, total = -14.015948 hartree
r/bohr; n_up, n_dn/bohr^-3; x_up; s[2n_up]; s[n]; s ratio
0.5 1.4864e+00 1.4796e+00 2.8369 0.3639 0.3643 0.9990
1.0 2.0863e-01 2.0877e-01 7.1417 0.9161 0.9157 1.0005
2.0 5.9768e-03 3.3144e-03 11.4205 1.4650 2.1067 0.6954
3.0 2.2059e-03 6.9543e-05 4.5365 0.5819 0.8610 0.6759
4.0 1.1890e-03 8.0725e-07 6.4495 0.8273 1.0458 0.7911
6.0 2.3081e-04 6.3695e-09 15.2549 1.9569 2.4656 0.7937
fully polarized limit of s ratio = 0.7937
no test failed
```
